# The One-Third Bound on Unselected-Cell Voltage in Crossbar Arrays, part 2

A crossbar has row and column lines with a two-terminal cell at each crossing. One cell, $(s,t)$, is to be written, and the question is how small the peak voltage on the other cells can be kept. The voltage $v_{ij}$ on the cell in row $i$ and column $j$ is row potential minus column potential. The selected row $s$ is driven at $V>0$ and the selected column $t$ at $0$; unselected rows are driven at $a$ and unselected columns at $b$.

Half-selected cells carry $V-b$ on the selected row and $a$ on the selected column; when these are equal, their common value is written $h$. Fully unselected cells, on neither selected line, carry $a-b$. The peak stress $m$ is the largest voltage magnitude on any unselected cell. Time during a pulse is $\tau$.

For equipotential lines, with magnetic flux neglected, Kirchhoff's voltage law around the selected cell and three unselected cells gives the loop identity

$$V=(V-b)+(b-a)+a. \tag{4}$$

With at least two rows and two columns, the one-third bound follows:

$$m(a,b)\ge \frac V3 \tag{5}$$

for all real $a$ and $b$. Equality holds if and only if

$$a=\frac V3,\qquad b=\frac{2V}3. \tag{6}$$

This bias is the one-third scheme. The one-half scheme has $a=b=V/2$.

The example is a square array of hafnium-oxide resistive cells with nonlinear selectors, with $n=64$ rows and $64$ columns, $V=3.00$ V and a selected-cell current of $50.0\ \mu$A. All cells are taken to be conducting and to follow

$$I(v)=I_0\sinh\frac{v}{v_0},\qquad v_0=0.25\ \text{V}, \tag{18}$$

with $I_0$ fixed by $I(V)=50.0\ \mu$A. At reduced voltage this gives

$$I\!\left(\frac V3\right)=50.0\ \mu\text{A}\times\frac{\sinh4}{\sinh12}=16.77\ \text{nA},
\qquad I\!\left(\frac V2\right)=50.0\ \mu\text{A}\times\frac{\sinh6}{\sinh12}=123.9\ \text{nA}. \tag{19}$$

There are $2(n-1)=126$ half-selected cells and $(n-1)^2=3969$ fully unselected cells, $4095$ in all.

**Leakage power.** For equipotential lines, the power dissipated in the unselected cells is

$$P(a,b)=(n-1)\,[f(V-b)+f(a)]+(n-1)^2f(a-b),\qquad f(v)=vI(v). \tag{20}$$

Because $I$ is odd, $f$ is even, and the sign of a cell voltage does not matter here. In the one-third scheme every unselected cell carries $1.00$ V in magnitude, so

$$P_{1/3}=4095\times1.00\ \text{V}\times16.77\ \text{nA}=68.7\ \mu\text{W}. \tag{21}$$

In the one-half scheme only the half-selected cells carry voltage, and

$$P_{1/2}=126\times1.50\ \text{V}\times123.9\ \text{nA}=23.4\ \mu\text{W}. \tag{22}$$

The selected cell itself dissipates $3.00\ \text{V}\times50.0\ \mu\text{A}=150\ \mu$W. The one-third scheme has the lower peak, $1.00$ V against $1.50$ V, but almost three times the leakage power. It stresses the half-selected cells less, but it puts $1.00$ V on the many fully unselected cells, which carry no voltage in the one-half scheme.

The comparison depends on array size. From (20), with $n^2-1$ unselected cells in all,

$$\frac{P_{1/3}}{P_{1/2}}=\frac{(n^2-1)f(V/3)}{2(n-1)f(V/2)}
=\frac{n+1}{2}\,\frac{f(V/3)}{f(V/2)}. \tag{23}$$

For the present cell law the last factor is $16.77/(1.50\times123.9)=0.0902$. With $V$ and the cell law held fixed, the ratio is below one for $n\le21$ and above one for $n\ge22$.

**Proposition 3 (least leakage power).** For the law (18) and $n>2$, the bias of least leakage power is unique. It has $a=h$ and $b=V-h$, with $V/3<h<V/2$.

*Proof.* Differentiating $f(v)=I_0v\sinh(v/v_0)$ twice gives

$$f''(v)=I_0\left[\frac2{v_0}\cosh\frac v{v_0}+\frac v{v_0^2}\sinh\frac v{v_0}\right]>0, \tag{24}$$

since $v\sinh(v/v_0)\ge0$. So $f$ is strictly convex. The terms $f(V-b)+f(a)$ make $P$ strictly convex in $a$ and $b$ together, and adding the convex term $f(a-b)$ preserves this. As $P$ grows without limit for large $|a|$ or $|b|$, it has one minimum.

Replacing $(a,b)$ by $(V-b,\,V-a)$ exchanges $V-b$ with $a$ and leaves $a-b$ unchanged. Hence $P$ is unchanged, and its single minimum must be carried into itself, which requires $a+b=V$. With $a=h$ and $b=V-h$,

$$P=2(n-1)f(h)+(n-1)^2f(V-2h), \tag{25}$$

$$\frac{dP}{dh}=2(n-1)\,[f'(h)-(n-1)f'(V-2h)]. \tag{26}$$

At $h=V/3$ the bracket is $(2-n)f'(V/3)<0$. At $h=V/2$ it is $f'(V/2)>0$, because $f'(0)=0$. The derivative changes sign between these points, so the minimum lies strictly between them. $\square$

A Nelder–Mead simplex minimization of (20) gives $a=1.280$ V, $b=1.720$ V and a leakage power of $11.3\ \mu$W. The peak stress is $1.280$ V, and the fully unselected cells carry only $0.44$ V. In this model the least-power bias thus has less than half the leakage power of the one-half scheme, and a peak $0.28$ V above the attainable minimum.

**Floating unselected lines.** If all unselected lines float, each carries zero net current in the steady state. Their potentials make the sum over cells of $\int_0^{v}I(v')\,dv'$ stationary, since its derivative with respect to a line potential is the net current leaving or entering that line. The integrand increases with $v'$, so the sum is strictly convex in the cell voltages. Every floating line is joined by a cell to a driven line, so the cell voltages fix all line potentials and the solution is unique. With identical cells, exchanging two floating rows or two floating columns changes nothing; the unique solution therefore has common potentials $a$ and $b$. The symmetry used in Proposition 3 again gives $b=V-a$. Zero current on an unselected row reads

$$I(a)+(n-1)I(a-b)=0\quad\Longrightarrow\quad I(a)=(n-1)I(V-2a), \tag{27}$$

where the oddness of $I$ was used. Solving by Brent's root-finding method gives $a=1.339$ V, which is also the peak stress. Floating the lines costs no bias supply, but here it leaves a steady peak about one third above the attainable minimum. This value applies once the floating lines have charged. During a fast rise they lag behind the selected row, and the cells between that row and the floating columns carry a much higher voltage for a time. With lines that start at $0$ V, the capacitance of $0.64$ fF per line estimated below and a linear rise in $1.0$ ns, these cells reach about $2.2$ V, and the peak needs about $8$ ns more to come within $30$ mV of its steady value.

**Resistive lines.** When wire drops matter, a line has a different potential at each cell. Let $r_{ij}$ and $c_{ij}$ be the row and column potentials at cell $(i,j)$, so that $v_{ij}=r_{ij}-c_{ij}$.

**Theorem 3 (bound with wire drops).** For any unselected row $i$ and unselected column $j$, define

$$d=(r_{st}-r_{sj})-(c_{st}-c_{it})+(c_{sj}-c_{ij})+(r_{ij}-r_{it}). \tag{28}$$

Then

$$v_{st}=v_{sj}-v_{ij}+v_{it}+d,\qquad m\ge\frac{v_{st}-d}{3}. \tag{29}$$

*Proof.* Collect the row and the column potentials in $v_{st}-v_{sj}+v_{ij}-v_{it}$:

$$(r_{st}-r_{sj}+r_{ij}-r_{it})+(-c_{st}+c_{sj}-c_{ij}+c_{it}). \tag{30}$$

This is $d$, with the terms of (28) in another order, and the first relation follows. Then $v_{st}-d$ is a sum of three terms, each of magnitude at most $m$, so $v_{st}-d\le3m$. $\square$

Each bracket in (28) is a difference of potential along one wire. If $d$ is positive, the wires take a share of the selected-cell voltage and the three unselected cells can have less than $v_{st}$ to divide. The ideal bound can then be undercut, by at most $d/3$.

For copper lines at $50$ nm pitch, $25$ nm wide and $50$ nm high, with a rough resistivity of $6.0\ \mu\Omega\,$cm, the resistance of one wire segment is

$$R=\frac{(6.0\times10^{-8}\ \Omega\,\text{m})(50\times10^{-9}\ \text{m})}
{(25\times10^{-9}\ \text{m})(50\times10^{-9}\ \text{m})}=2.4\ \Omega. \tag{31}$$

Each line is driven at one end, with one segment before its first cell. The potentials at all cells follow from current conservation at every crossing, solved by Newton's method.

*Selected cell farthest from the drivers.* With drive voltages $V$, $0$, $V/3$ and $2V/3$, the selected cell receives $2.985$ V and the peak unselected magnitude is $1.000$ V. Their ratio is $0.3350$, slightly above one third. The loss of about $15$ mV is mostly the selected current flowing through $128$ segments: at $50.0\ \mu$A this would be $128\times2.4\ \Omega\times50.0\ \mu\text{A}=15.4$ mV, and the reduced cell voltage lowers the current somewhat.

*Selected cell nearest the drivers.* Here $s=t=1$. Let $a$ and $b$ be readjusted until the three unselected cells of the loop with $i=j=2$ have equal magnitudes. The solution has

$$v_{11}=2.999755\ \text{V},\qquad m=0.999915\ \text{V},\qquad d=10.14\ \mu\text{V}. \tag{32}$$

The peak is $3.38\ \mu$V below $v_{11}/3$, which is $d/3$. The size of $d$ can be found by hand. In each of the four lines, the segment between the first and second cells carries the current of the $63$ cells beyond it, each close to $16.77$ nA.

The signs also agree. The selected row sends current outward, so its potential falls away from the driver. The selected column returns current to its driver, so its potential rises away from the driver. An unselected column, near $2V/3$, supplies the unselected rows, and its potential falls outward. An unselected row, near $V/3$, returns that current, and its potential rises outward. All four terms in (28) are therefore positive, and

$$d\simeq4\times63\times2.4\ \Omega\times16.77\ \text{nA}=10.14\ \mu\text{V}. \tag{33}$$

The one-third bound thus holds for equipotential lines whenever at least one row and one column are unselected, and for this array, in the steady state and with the selected cell nearest the drivers, the wires undercut it only by microvolts. With the selected cell at the far corner they act the other way: even after $a$ and $b$ are readjusted to equalize the three classes, the peak stays about $4.9$ mV above one third of the selected-cell voltage.

**Driver errors.** Let each of the four drive voltages err independently by at most $\delta$, with ideal lines. A cell voltage is a difference of two line voltages, so it changes by at most $2\delta$. From the one-third scheme the worst peak is $V/3+2\delta$, reached, for instance, when the selected row is high and the unselected columns are low. For $\delta=20$ mV this is $1.04$ V. The errors can also lower the selected-cell voltage to $V-2\delta$ while a fully unselected cell carries $V/3+2\delta$, a ratio of $1.04/2.96=0.351$. If $3.00$ V must be guaranteed on the selected cell, the nominal drive is $3.04$ V and the worst peak is $3.04/3+0.04=1.053$ V.

**Late pulses.** Let the selected row rise linearly to $V$ in a time $T$, while the voltages of all unselected lines follow the same shape with a delay $L\le T$. The cells on the selected row then carry $V$ minus a column voltage that has not caught up. For $L\le\tau\le T$ their voltage is

$$V\frac{\tau}{T}-\frac{2V}{3}\frac{\tau-L}{T}
=\frac V3\frac{\tau}{T}+\frac{2V}{3}\frac LT, \tag{34}$$

which grows until $\tau=T$. Before $\tau=L$ it is at most $VL/T$, which does not exceed the value at $T$; after $T$ it falls. The other two classes never exceed $V/3$. The peak is therefore

$$m_{\max}=\frac V3+\frac{2V}{3}\frac LT. \tag{35}$$

For $T=1.0$ ns and $L=0.1$ ns this is $1.00+0.20=1.20$ V. For the numbers used here, this delay raises the peak more than the wire drops or the driver errors do. The same excess appears on the falling edge if the unselected lines fall early by $L$. It can be avoided: if the unselected lines rise early and fall late by $L\le T/2$, the peak stays at $V/3$.

**Charging and induction.** A line of $64$ cells is $3.2\ \mu$m long. With a rough capacitance of $0.2$ fF/$\mu$m, charging it to $3.00$ V in $1.0$ ns takes $0.64\ \text{fF}\times3.00\ \text{V}/1.0\ \text{ns}=1.92\ \mu$A for the wire capacitance alone; the capacitance of the cells adds to this. The result is small beside the final selected current, though not beside the much smaller cell current early in the rise. Even if all of the $1.92\ \mu$A flowed through the full line resistance of $64\times2.4\ \Omega=153.6\ \Omega$, the drop would be only $0.3$ mV. A loop of four such lengths, at a rough $1$ pH/$\mu$m, has an inductance of $12.8$ pH. If the selected current rises uniformly in $1.0$ ns, the induced voltage is $12.8\ \text{pH}\times50.0\ \mu\text{A}/1.0\ \text{ns}=0.64\ \mu$V. With the law (18) and a linear voltage rise, the current climbs most steeply at the end, at $V/v_0=12$ times the average rate, which gives about $8\ \mu$V. The abrupt start of the charging current at the foot of a linear ramp induces more, some tens of microvolts along one line for a fraction of a picosecond. Beside cell voltages of order $1$ V the neglect of magnetic flux in the loop law is well justified for these numbers, but these voltages exceed the undercut of $3.38\ \mu$V found above, which is a steady-state result.

**Temperature and field.** If the leakage current is thermally activated with an energy of $0.20$ eV, heating from $300$ K to $358$ K multiplies it by

$$\exp\left[\frac{0.20\ \text{eV}}{k_B}\left(\frac1{300\ \text{K}}-\frac1{358\ \text{K}}\right)\right]=3.5, \tag{36}$$

where $k_B$ is Boltzmann's constant. At fixed bias, and with the same factor for every unselected cell, the one-third leakage would rise from $68.7$ to about $240\ \mu$W. The ideal voltage bound would not move. Across an assumed $10$ nm stack of oxide and selector, the mean field is $3$ MV/cm in the selected cell and $1$ MV/cm at $V/3$. The first is of the order at which thin hafnium-oxide films can break down, so a smooth, reversible current law is doubtful there. A change in that law alters currents and wire drops, but not the loop identity.

**Relation to real arrays.** Write voltages of one to a few volts and currents of tens of microamperes are the rough range of hafnium-oxide resistive cells, so $3.00$ V is toward the high side. Taking all $4096$ cells as conducting is a pessimistic choice for leakage. Many selectors switch abruptly at a threshold instead of following (18), and the powers above should not be carried over to them. The pulse rise of $1.0$ ns is fast; with a slower rise and the same delay, (35) gives a smaller excess. Real arrays break the assumptions of equipotential lines and simultaneous drive. For the example's numbers, the first changes the ratio of peak to selected voltage from $0.3333$ to $0.3350$ at the far corner, while the second raises the peak from $1.00$ to $1.20$ V. A design that relies on the one-third scheme therefore needs a disturb limit above one third of the required cell voltage by a margin that covers wire drop, driver error and any timing error not removed by letting the bias pulses enclose the write pulse, in addition to any spread among the cells. The wire term grows with array size: with the same cells and wires, and the drive raised until the far cell receives $3.00$ V, the peak is $1.005$ V for $n=64$, $1.05$ V for $n=512$ and $1.13$ V for $n=1024$.

All numerical values are calculated from the stated model.
